# Hardy's Harmonic Heat Flux in the Phonon Basis: Two Derivations

## Result

Let a harmonic crystal have volume \(\Omega\) and heat flux \(\mathbf J=\mathbf S/\Omega\). In terms of the phonon operators \(a_{\mathbf qs}\), with branch labels \(s,t\),

\[
\begin{aligned}
\mathbf S={}&\sum_{\mathbf qs}\hbar\omega_s\mathbf v_s\,n_{\mathbf qs}
+\sum_{\mathbf q}\sum_{s\ne t}\mathbf F_{st}\,a^\dagger_{\mathbf qs}a_{\mathbf qt}\\
&+\frac12\sum_{\mathbf q}\sum_{s\ne t}\left[\mathbf P_{st}\,a_{-\mathbf qs}a_{\mathbf qt}+\text{h.c.}\right],
\end{aligned}\tag{1}
\]

\[
\mathbf F_{st}=\frac{\hbar(\omega_s+\omega_t)^2}{4\sqrt{\omega_s\omega_t}}\mathbf V_{st},\qquad
\mathbf P_{st}=\frac{\hbar(\omega_t^2-\omega_s^2)}{4\sqrt{\omega_s\omega_t}}\mathbf V_{st}.\tag{2}
\]

Here \(n_{\mathbf qs}=a^\dagger_{\mathbf qs}a_{\mathbf qs}\), \(\omega_s=\omega_s(\mathbf q)\), \(\mathbf v_s=\nabla_{\mathbf q}\omega_s\), and

\[
\mathbf V_{st}=\frac{\mathbf W_{st}}{\omega_s+\omega_t},\qquad \mathbf W_{st}=e_s^\dagger(\nabla_{\mathbf q}D)e_t,\tag{3}
\]

where \(D(\mathbf q)\) is the dynamical matrix and \(De_s=\omega_s^2e_s\). The interbranch part contains pair creation and annihilation as well as the number-conserving terms \(a^\dagger a\). For the site energies (4) defined below, both are needed for the full operator.

## Definitions

Atom \(i\) has equilibrium position \(\mathbf R_i\), mass \(m_i\), displacement \(u_i\) and velocity \(v_i=p_i/m_i\). Cartesian indices are implied, so \(u_i\Phi_{ij}v_j\) is a vector–matrix–vector product. The force constants are real, with \(\Phi_{ji}=\Phi_{ij}^T\), and fall off fast enough for the sums below to converge. The site energy is

\[
h_i=\frac{p_i^2}{2m_i}+\frac12\sum_j u_i\Phi_{ij}u_j .\tag{4}
\]

The \(h_i\) add up to the Hamiltonian. Equation (4) is a choice of how to share the potential energy between sites, and the flux below belongs to this choice.

There are \(N\) cells, and the wavevector mesh is symmetric under \(\mathbf q\to-\mathbf q\). For atom type \(\kappa\), define

\[
x_{\mathbf q\kappa}=\frac1{\sqrt N}\sum_{i\in\kappa}\sqrt{m_i}\,u_i\,e^{-i\mathbf q\cdot\mathbf R_i},\tag{5}
\]

and \(y_{\mathbf q}\) likewise with \(v_i\). The phase contains the full atomic position, not the cell origin. Accordingly

\[
D_{\kappa\kappa'}(\mathbf q)=\sum_{i\in\kappa}\frac{\Phi_{ij}}{\sqrt{m_im_j}}\,e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}\quad(j\in\kappa'\text{ fixed}).\tag{6}
\]

Newton's equation becomes \(\dot x_{\mathbf q}=y_{\mathbf q}\), \(\dot y_{\mathbf q}=-D(\mathbf q)x_{\mathbf q}\). Since \(\Phi\) is real, \(D(-\mathbf q)=D(\mathbf q)^*\), and we choose \(e_s(-\mathbf q)=e_s(\mathbf q)^*\). The phonon operators enter through

\[
\begin{aligned}
x_{\mathbf q}&=\sum_s\sqrt{\frac{\hbar}{2\omega_s}}\,(a_{\mathbf qs}+a^\dagger_{-\mathbf qs})\,e_s,\\
y_{\mathbf q}&=-i\sum_s\sqrt{\frac{\hbar\omega_s}{2}}\,(a_{\mathbf qs}-a^\dagger_{-\mathbf qs})\,e_s .
\end{aligned}\tag{7}
\]

With \([a,a^\dagger]=1\), the commutator of the \(s\) component of \(x_{\mathbf q}\) with the adjoint of that of \(y_{\mathbf q}\) is \((i\hbar/2)(1+1)=i\hbar\), as required. All \(\omega_s\) must be positive. Rigid translations, if present, are left out of the sums, and (1) then describes motion with the centre of mass at rest at its equilibrium position. This is a condition: a rigid shift \(c\) of all atoms adds \(\frac12\sum_{ij}(\mathbf R_i-\mathbf R_j)\,c\,\Phi_{ij}v_j\) to the flux (9) below, which need not vanish.

## First derivation: energy exchanged between pairs of atoms

**Real-space flux.** Differentiate (4). The kinetic energy changes at the rate \(-\frac12\sum_j(v_i\Phi_{ij}u_j+\text{h.c.})\), and the potential part at the rate \(\frac12\sum_j(v_i\Phi_{ij}u_j+u_i\Phi_{ij}v_j)\). For \(j=i\) the two cancel, operator order included. For \(j\ne i\) the operators commute, so

\[
\dot h_i=\sum_{j\ne i}j_{ij},\qquad j_{ij}=\tfrac12\left(u_i\Phi_{ij}v_j-v_i\Phi_{ij}u_j\right).\tag{8}
\]

Exchanging \(i\) and \(j\) and using \(\Phi_{ji}=\Phi_{ij}^T\) gives \(j_{ji}=-j_{ij}\). Thus \(j_{ij}\) is the power passing from atom \(j\) to atom \(i\).

In a finite cluster the harmonic flux is the rate of change of the energy moment about equilibrium sites:

\[
\mathbf S=\frac{d}{dt}\sum_i\mathbf R_ih_i=\sum_{ij}\mathbf R_i\,j_{ij}=\frac12\sum_{ij}(\mathbf R_i-\mathbf R_j)\,j_{ij}.
\]

The last step averages the sum with its relabelled copy. Inserting (8) and exchanging labels in its second term makes the two terms equal, hence

\[
\mathbf S=\frac12\sum_{ij}(\mathbf R_i-\mathbf R_j)\,u_i\Phi_{ij}v_j .\tag{9}
\]

Only separations remain, so (9) also defines the flux of a periodic crystal, where \(\sum_i\mathbf R_ih_i\) itself has no meaning. Had the moment used the instantaneous positions \(\mathbf R_i+u_i\), the extra term \(d(\sum_iu_ih_i)/dt\) would be cubic in displacements and velocities. The harmonic flux leaves it out.

**Bloch form.** Write \(\sqrt{m_i}u_i=N^{-1/2}\sum_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R_i}x^\dagger_{\mathbf q\kappa}\), which is allowed because \(u_i\) is Hermitian, and \(\sqrt{m_j}v_j=N^{-1/2}\sum_{\mathbf q'}e^{i\mathbf q'\cdot\mathbf R_j}y_{\mathbf q'\kappa'}\). Translation symmetry forces \(\mathbf q'=\mathbf q\). The remaining sum over separations is (6) with an extra factor \(\mathbf R_i-\mathbf R_j\). Since \(\nabla_{\mathbf q}\) brings down \(-i(\mathbf R_i-\mathbf R_j)\), this sum equals \(i\nabla_{\mathbf q}D\), and

\[
\mathbf S=\frac i2\sum_{\mathbf q}x^\dagger_{\mathbf q}(\nabla_{\mathbf q}D)\,y_{\mathbf q}.\tag{10}
\]

Insert (7). The prefactor is \((i/2)(-i)(\hbar/2)=\hbar/4\):

\[
\mathbf S=\frac\hbar4\sum_{\mathbf qst}\sqrt{\frac{\omega_t}{\omega_s}}\,\mathbf W_{st}\,(a^\dagger_{\mathbf qs}+a_{-\mathbf qs})(a_{\mathbf qt}-a^\dagger_{-\mathbf qt}).\tag{11}
\]

**Folding \(\mathbf q\) with \(-\mathbf q\).** Differentiating \(D(-\mathbf q)=D(\mathbf q)^*\) gives \((\nabla D)(-\mathbf q)=-[(\nabla D)(\mathbf q)]^*\). With the eigenvector convention and the Hermiticity of \(\nabla D\),

\[
\mathbf W_{st}(-\mathbf q)=-\mathbf W_{st}(\mathbf q)^*=-\mathbf W_{ts}(\mathbf q).\tag{12}
\]

The number-conserving terms in (11) are \(a^\dagger_{\mathbf qs}a_{\mathbf qt}\) and \(-a_{-\mathbf qs}a^\dagger_{-\mathbf qt}\). In the second, replace \(\mathbf q\) by \(-\mathbf q\) and exchange \(s,t\). By (12) it becomes \(+\sqrt{\omega_s/\omega_t}\,\mathbf W_{st}\,a_{\mathbf qt}a^\dagger_{\mathbf qs}\). Its commutator constant is proportional to \(\sum_{\mathbf qs}\mathbf W_{ss}\), which vanishes because \(\mathbf W_{ss}\) is odd in \(\mathbf q\). The coefficient of \(a^\dagger_{\mathbf qs}a_{\mathbf qt}\) is therefore

\[
\mathbf F_{st}=\frac\hbar4\left(\sqrt{\frac{\omega_t}{\omega_s}}+\sqrt{\frac{\omega_s}{\omega_t}}\right)\mathbf W_{st}
=\frac{\hbar(\omega_s+\omega_t)}{4\sqrt{\omega_s\omega_t}}\mathbf W_{st},
\]

which is (2) once \(\mathbf W_{st}=(\omega_s+\omega_t)\mathbf V_{st}\) is used.

For \(a_{-\mathbf qs}a_{\mathbf qt}\), the same relabelling returns the same operator product with coefficient \(-\sqrt{\omega_s/\omega_t}\,\mathbf W_{st}\). Averaging the two forms gives

\[
\frac\hbar8\left(\sqrt{\frac{\omega_t}{\omega_s}}-\sqrt{\frac{\omega_s}{\omega_t}}\right)\mathbf W_{st}
=\frac{\hbar(\omega_t-\omega_s)}{8\sqrt{\omega_s\omega_t}}\mathbf W_{st}=\tfrac12\mathbf P_{st}.
\]

The \(a^\dagger a^\dagger\) terms are the Hermitian conjugate, since \(\mathbf S\) is Hermitian. Pair terms with \(s=t\) vanish.

**Diagonal term.** For a nondegenerate branch, differentiate \(\omega_s^2=e_s^\dagger De_s\). The derivatives of the eigenvectors contribute \(\omega_s^2\nabla(e_s^\dagger e_s)=0\), so \(\mathbf W_{ss}=2\omega_s\mathbf v_s\), \(\mathbf V_{ss}=\mathbf v_s\) and \(\mathbf F_{ss}=\hbar\omega_s\mathbf v_s\). This completes (1). More generally, \(\nabla D=\sqrt D\,(\nabla\sqrt D)+(\nabla\sqrt D)\sqrt D\) gives \(\mathbf V_{st}=e_s^\dagger(\nabla\sqrt D)e_t\): \(\mathbf V\) is the gradient of the frequency matrix \(\sqrt D\).

## Second derivation: slow modulation of the energy density

Here the flux is read off from the motion of long-wavelength energy fluctuations, without (9)–(11). Define \(h_{\mathbf k}=\sum_ih_ie^{-i\mathbf k\cdot\mathbf R_i}\). Energy conservation (8), with \(j_{ji}=-j_{ij}\), gives \(\dot h_{\mathbf k}=\frac12\sum_{ij}(e^{-i\mathbf k\cdot\mathbf R_i}-e^{-i\mathbf k\cdot\mathbf R_j})\,j_{ij}\). Let \(\mathbf S_{\mathbf k}=\frac12\sum_{ij}(\mathbf R_i-\mathbf R_j)\,j_{ij}\,e^{-i\mathbf k\cdot\mathbf R_j}\) be the Fourier component of the flux. It is a different operator from \(\mathbf S=\mathbf S_0\), since it couples \(\mathbf q\) to \(\mathbf q+\mathbf k\), but its coefficients tend to those of \(\mathbf S\) as \(\mathbf k\to0\). Expanding \(e^{-i\mathbf k\cdot(\mathbf R_i-\mathbf R_j)}-1\) to first order gives, coefficient by coefficient,

\[
\dot h_{\mathbf k}=-i\mathbf k\cdot\mathbf S_{\mathbf k}+O(k^2).\tag{13}
\]

**Energy density in phonon operators.** From (4) and (5), the kinetic part is \(\frac12\sum_{\mathbf q}y^\dagger_{\mathbf q}y_{\mathbf q+\mathbf k}\). The potential part can be written with \(D\) acting on either factor, because \(u_i\) commutes with \(\sum_j\Phi_{ij}u_j\). Taking the mean of the two forms,

\[
h_{\mathbf k}=\frac12\sum_{\mathbf q}\left[y^\dagger_{\mathbf q}y_{\mathbf q+\mathbf k}+\tfrac12x^\dagger_{\mathbf q}\left(D(\mathbf q)+D(\mathbf q+\mathbf k)\right)x_{\mathbf q+\mathbf k}\right].\tag{14}
\]

Let \(\omega=\omega_s(\mathbf q)\), \(\omega'=\omega_t(\mathbf q+\mathbf k)\) and \(O_{st}=e_s^\dagger(\mathbf q)e_t(\mathbf q+\mathbf k)\). Inserting (7) gives every term the factor \(\hbar O_{st}/(4\sqrt{\omega\omega'})\). The kinetic part supplies \(\pm\omega\omega'\) and the potential part \(\frac12(\omega^2+\omega'^2)\). The sign is plus for the number-conserving products, which then carry \(\frac12(\omega+\omega')^2\), and minus for the pair products, which carry \(\frac12(\omega-\omega')^2\).

There are two number-conserving products, \(a^\dagger_{\mathbf qs}a_{\mathbf q+\mathbf k,t}\) and \(a_{-\mathbf qs}a^\dagger_{-\mathbf q-\mathbf k,t}\). Setting \(\mathbf q\to-\mathbf q-\mathbf k\) and exchanging \(s,t\) turns the second into the first with the same overlap. For \(\mathbf k\ne0\) the operators commute. Hence

\[
\begin{aligned}
h_{\mathbf k}=\sum_{\mathbf qst}\frac{\hbar O_{st}}{8\sqrt{\omega\omega'}}\Big[&2(\omega+\omega')^2a^\dagger_{\mathbf qs}a_{\mathbf q+\mathbf k,t}\\
&+(\omega-\omega')^2\left(a_{-\mathbf qs}a_{\mathbf q+\mathbf k,t}+a^\dagger_{\mathbf qs}a^\dagger_{-\mathbf q-\mathbf k,t}\right)\Big].
\end{aligned}\tag{15}
\]

**Time derivative.** Since \(a\propto e^{-i\omega t}\), differentiation multiplies \(a^\dagger_{\mathbf qs}a_{\mathbf q+\mathbf k,t}\) by \(i(\omega-\omega')\). Comparison with (13) gives, to first order in \(k\),

\[
\mathbf k\cdot\mathbf F_{st}=(\omega'-\omega)\,\frac{\hbar(\omega+\omega')^2}{4\sqrt{\omega\omega'}}\,O_{st}.\tag{16}
\]

For \(s=t\), \(\omega'-\omega\to\mathbf k\cdot\mathbf v_s\) and \(O_{ss}\to1\), so \(\mathbf F_{ss}=\hbar\omega_s\mathbf v_s\): a modulation of the energy \(\hbar\omega_s\) travels at the group velocity.

For \(s\ne t\) the frequency difference stays finite, but the overlap is of first order. Projecting the derivative of \(De_t=\omega_t^2e_t\) on \(e_s\) gives \(\mathbf W_{st}+\omega_s^2e_s^\dagger\nabla e_t=\omega_t^2e_s^\dagger\nabla e_t\), hence

\[
O_{st}\to\frac{\mathbf k\cdot\mathbf W_{st}}{\omega_t^2-\omega_s^2}=\frac{\mathbf k\cdot\mathbf V_{st}}{\omega_t-\omega_s}.\tag{17}
\]

The difference \(\omega_t-\omega_s\) cancels in (16), and \(\mathbf F_{st}\) of (2) follows. The interbranch flux thus comes from the rotation of the polarisation vectors with \(\mathbf q\).

For \(a_{-\mathbf qs}a_{\mathbf q+\mathbf k,t}\) the derivative supplies \(-i(\omega+\omega')\). Its coefficient in \(\mathbf k\cdot\mathbf S_{\mathbf k}\), to first order in \(k\), is

\[
(\omega_s+\omega_t)\frac{\hbar(\omega_t-\omega_s)^2}{8\sqrt{\omega_s\omega_t}}\,\frac{\mathbf k\cdot\mathbf V_{st}}{\omega_t-\omega_s}=\tfrac12\mathbf k\cdot\mathbf P_{st}.
\]

For \(s=t\) the factor \((\omega-\omega')^2\) is of order \(k^2\), so no pair term survives. The creation terms again follow by Hermitian conjugation.

## What each derivation assumes

Both use harmonic forces, the site energies (4), equilibrium positions and positive frequencies. Both also need \(D\) to be differentiable. Where long-range forces make \(D\) depend on the direction in which a wavevector is approached, (3) is undefined there.

The first derivation holds on a finite mesh, provided that in (6) and (9) every periodic image of an atom enters with its own separation \(\mathbf R_i-\mathbf R_j\). It also holds for degenerate branches, except for the step \(\mathbf V_{ss}=\nabla_{\mathbf q}\omega_s\), which needs eigenvectors that vary smoothly with \(\mathbf q\); in an arbitrary basis of a degenerate level the diagonal coefficient is \(\hbar\omega_s\mathbf V_{ss}\), with \(\mathbf V_{ss}\) from (3). The second treats \(\mathbf k\) as arbitrarily small, hence a large crystal, and (17) needs \(\omega_s\ne\omega_t\). At a degeneracy the coefficients are taken from (10). Approaching the degenerate wavevector gives the same operator, although the limits of the individual coefficients can depend on the direction of approach. The operator (1), with \(\mathbf v_s\) read as \(\mathbf V_{ss}\), stays well defined there, but the split into "diagonal" and "interbranch" depends on the basis chosen within the degenerate level.

The full-position phase matters in both. With cell-origin phases, the dynamical matrix is \(UDU^\dagger\), where \(U\) is diagonal with entries \(e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}\) and \(\boldsymbol\tau_\kappa\) is the position in the cell. Its gradient contains the extra commutator \(i[\boldsymbol\tau,D]\), so

\[
\mathbf V_{st}\to\mathbf V_{st}+i\,(e_s^\dagger\boldsymbol\tau e_t)(\omega_t-\omega_s).
\]

Group velocities are unchanged, but the interbranch elements are not, and (2) no longer holds with them.

## Time dependence and thermal fluctuations

Diagonal terms are constant in time, number-conserving interbranch terms oscillate at \(|\omega_s-\omega_t|\), and pair terms at \(\omega_s+\omega_t\). Without degeneracies, the long-time average of \(\mathbf S\) is the diagonal sum.

In thermal equilibrium let \(\bar n_s\) be the Bose occupation. The mean flux vanishes because \(\omega_s\mathbf v_s\bar n_s\) is odd in \(\mathbf q\). For one Cartesian component, \(\langle a_s^\dagger a_ta_t^\dagger a_s\rangle\) equals \(\bar n_s(\bar n_t+1)\) for \(s\ne t\) and \(\bar n_s(\bar n_s+1)+\bar n_s^2\) for \(s=t\); the extra \(\bar n_s^2\) joins the products of occupations of different modes to form \(\langle S\rangle^2=0\). Each pair product occurs twice in (1) with equal coefficients, which turns the prefactor \(\frac14\) into \(\frac12\):

\[
\begin{aligned}
\langle S^2\rangle=\sum_{\mathbf qst}\Big\{&|F_{st}|^2\,\bar n_s(\bar n_t+1)\\
&+\tfrac12|P_{st}|^2\left[(\bar n_s+1)(\bar n_t+1)+\bar n_s\bar n_t\right]\Big\}.
\end{aligned}\tag{18}
\]

As \(T\to0\) the first line vanishes and the second tends to \(\frac12\sum|P_{st}|^2\), the zero-point fluctuation of the flux that belongs to the site energies (4).

## Worked example

Take a chain of 13 cells with lattice constant \(8\,a_0\) and masses \(20000\) and \(50000\,m_e\) at positions 0 and \(3\,a_0\). The alternating springs are 0.05 (across the \(3\,a_0\) bond inside the cell) and 0.03 (across the bond to the next cell), a second-neighbour spring of 0.005 joins the lighter atoms, and each atom is pinned by 0.01, all in \(E_h/a_0^2\). The pinning keeps every frequency positive. Atomic units are used, with \(\hbar=1\).

At \(q=0.1812\,a_0^{-1}\) the frequencies are \(\omega_1=9.352\times10^{-4}\) and \(\omega_2=2.422\times10^{-3}\). The group velocities are \(v_1=2.946\times10^{-3}\) (6445 m/s) and \(v_2=-3.179\times10^{-4}\) (−695 m/s), and \(|V_{12}|=1.661\times10^{-3}\). Cell-origin phases would give \(2.088\times10^{-3}\) for the last. From (2),

\[
|F_{12}|=\frac{(9.352\times10^{-4}+2.422\times10^{-3})^2}{4\sqrt{9.352\times10^{-4}\times2.422\times10^{-3}}}\times1.661\times10^{-3}=3.110\times10^{-6},
\]

and similarly \(|P_{12}|=1.377\times10^{-6}\). Replacing the weight \((\omega_1+\omega_2)^2/(4\sqrt{\omega_1\omega_2})\) of (2) by the mean frequency \((\omega_1+\omega_2)/2\) would give \(2.788\times10^{-6}\). The ratio, 1.115, is that of the arithmetic to the geometric mean of the two frequencies.

Now put a coherent state of unit amplitude in both branches at this \(q\), leaving \(-q\) empty. The pair terms then have zero expectation value. The steady part is

\[
\omega_1v_1+\omega_2v_2=(2.755-0.770)\times10^{-6}=1.985\times10^{-6},
\]

and the beat has amplitude \(2|F_{12}|=6.219\times10^{-6}\) and period \(2\pi/(\omega_2-\omega_1)=4227\,\hbar/E_h\). The beat exceeds the steady part, so the expectation value of the flux swings between \(-4.23\times10^{-6}\) and \(8.20\times10^{-6}\) and reverses sign during each period. Integrating the atomic motion and evaluating (9) gives the same mean and amplitude, so (2) is the weight that belongs to the site energies (4). The mean-frequency weight is not wrong; it belongs to another way of sharing the energy. With \(\psi_{\mathbf q}=\sum_sa_{\mathbf qs}e_s\), the density \(h'_{\mathbf k}=\frac\hbar2\sum_{\mathbf q}\psi^\dagger_{\mathbf q}\left(\sqrt{D(\mathbf q)}+\sqrt{D(\mathbf q+\mathbf k)}\right)\psi_{\mathbf q+\mathbf k}\) also adds up to the Hamiltonian, apart from the zero-point energy, although its site energies involve displacements and velocities of distant atoms. Its coefficient of \(a^\dagger_{\mathbf qs}a_{\mathbf q+\mathbf k,t}\) is \(\frac\hbar2(\omega+\omega')O_{st}\), so the steps (16) and (17) give \(\frac\hbar2(\omega_s+\omega_t)\mathbf V_{st}\) and no pair terms. The diagonal term is the same for both choices.

For a random coherent state of the whole chain, the diagonal, interbranch number-conserving and pair parts at the initial instant are 14.09, 3.18 and −7.94, in units of \(10^{-6}\). Within rounding they add up to the real-space value 9.34, while the long-time average is 14.09, the diagonal part alone.

The thermal variance (18) agrees with a real-space Gaussian average that uses no Bloch waves. Its shares are:

| Temperature | diagonal | interbranch \(a^\dagger a\) | pair |
|---|---|---|---|
| 63 K | 2.9 % | 3.9 % | 93.2 % |
| 316 K | 28.9 % | 53.0 % | 18.1 % |

The root-mean-square energy current \(\sqrt{\langle S^2\rangle}/(13\times8\,a_0)\) is \(4.49\times10^{-8}\,E_h^2/\hbar\) (8.1 nW) at the lower temperature and \(1.356\times10^{-7}\,E_h^2/\hbar\) (24.4 nW) at the higher. These currents fall as \(N^{-1/2}\) with the number of cells, while the shares are unchanged at 52 cells. Both belong to the site energies (4): for the density \(h'_{\mathbf k}\) there is no pair share, the current is \(1.09\times10^{-8}\) and \(1.165\times10^{-7}\,E_h^2/\hbar\) at the two temperatures, and it vanishes as \(T\to0\). The table gives shares of the equal-time fluctuation, not of a thermal conductivity, which depends on how the flux correlations decay in time.

## Computed values

```
cells 13, lattice constant 8.0 a0
atom positions in cell 0.0, 3.0 a0
masses 20000, 50000 m_e
springs k1 0.05, k2 0.03, k3 0.005, pin 0.01 Eh/a0^2
worked wavevector q = 0.181246 1/a0 (mesh index 3)
omega_1 = 9.352287e-04 Eh/hbar
omega_2 = 2.421793e-03 Eh/hbar
v_1 = 2.946036e-03 a0 Eh/hbar = 6445.0 m/s
v_2 = -3.178634e-04 a0 Eh/hbar = -695.4 m/s
|V_12| = 1.661002e-03 a0 Eh/hbar
|V_12|, cell-origin phases = 2.087652e-03 a0 Eh/hbar
hbar omega_1 v_1 = 2.755217e-06 Eh^2 a0/hbar
hbar omega_2 v_2 = -7.697993e-07 Eh^2 a0/hbar
|F_12| = 3.109503e-06 Eh^2 a0/hbar
|P_12| = 1.376957e-06 Eh^2 a0/hbar
|F_12| with mean-frequency weight = 2.788010e-06 Eh^2 a0/hbar
ratio Hardy / mean-frequency weight = 1.115313
Coherent state, unit amplitude in both branches at q:
  steady S, phonon formula = 1.985418e-06 Eh^2 a0/hbar
  steady S, real-space motion = 1.985418e-06 Eh^2 a0/hbar
  beat amplitude 2|F_12| = 6.219006e-06 Eh^2 a0/hbar
  beat amplitude, real-space motion = 6.219000e-06 Eh^2 a0/hbar
  beat period = 4226.65 hbar/Eh
Random coherent state of the whole chain:
  S from real space = 9.335354e-06 Eh^2 a0/hbar
  diagonal part = 1.409275e-05 Eh^2 a0/hbar
  interbranch a+a part = 3.181991e-06 Eh^2 a0/hbar
  pair part = -7.939383e-06 Eh^2 a0/hbar
  long-time average of S = 1.409275e-05 Eh^2 a0/hbar
Thermal chain, kT = 0.0002 Eh = 63.16 K:
  <S^2> real space = 2.183412e-11 (Eh^2 a0/hbar)^2
  <S^2> phonon sum = 2.183412e-11 (Eh^2 a0/hbar)^2
  diagonal share = 2.8723 %
  interbranch a+a share = 3.9414 %
  pair share = 93.1863 %
  rms energy current = 4.492980e-08 Eh^2/hbar = 8.0981e-09 W
Thermal chain, kT = 0.001 Eh = 315.78 K:
  <S^2> real space = 1.988792e-10 (Eh^2 a0/hbar)^2
  <S^2> phonon sum = 1.988792e-10 (Eh^2 a0/hbar)^2
  diagonal share = 28.8808 %
  interbranch a+a share = 52.9791 %
  pair share = 18.1401 %
  rms energy current = 1.356005e-07 Eh^2/hbar = 2.4440e-08 W
```
